# Silica thickness removed per laser interference fringe during etching: test program

```python
"""
Result under test: when a transparent film of index n on a reflecting substrate
is thinned, its normal-incidence reflectance repeats each time the thickness
falls by wavelength/(2 n): about 217 nm for silica at 632.8 nm.

Symbols: thickness d in nm; r = reflected/incident field; R = |r|^2.
Time factor exp(-i w t), so an absorbing index has a positive imaginary part.
The reference side integrates the wave equation E'' = -q^2 E through the film
(height in units of 1/k0, s polarization when tilted) and locates the maxima.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

WAVELENGTH = 632.8            # nm
N_FILM = 1.46                 # silica
N_SILICON = 3.88 + 0.02j      # rough value near this wavelength
THICKNESS = 1000.0            # nm, starting film
FRINGE_TIME = 130.0           # s between neighbouring maxima
INDEX_ERROR = 0.01
TILT_DEG = 5.0
HEATING = 100.0               # K
DN_DT = 1.0e-5                # 1/K, rough value for silica
SPREAD = 20.0                 # nm, thickness range across the beam
AIR_REFRACTIVITY = 2.8e-4     # rough value
K0 = 2 * np.pi / WAVELENGTH


def reflection(n_layer, n_substrate, angle_deg=0.0):
    """Return r(d) from numerical integration of the wave equation."""
    s = np.sin(np.radians(angle_deg))
    q_gas = np.sqrt(1 - s**2)
    q_layer_squared = n_layer**2 - s**2
    q_substrate = np.sqrt(complex(n_substrate)**2 - s**2)
    solution = solve_ivp(
        lambda x, y: np.array([y[1], -q_layer_squared * y[0]]),
        (0.0, K0 * THICKNESS), np.array([1.0 + 0j, -1j * q_substrate]),
        method="DOP853", rtol=1e-11, atol=1e-13, max_step=0.05,
        dense_output=True).sol

    def r(d):
        field, slope = solution(K0 * d)
        return (field - 1j * slope / q_gas) / (field + 1j * slope / q_gas)
    return r


def power(r):
    return lambda d: np.abs(r(d))**2


def maxima(signal, low=0.0, high=THICKNESS):
    """Positions of all interior maxima of signal(d)."""
    grid = np.linspace(low, high, int(round(high - low)) + 1)
    v = signal(grid)
    inside = np.where((v[1:-1] > v[:-2]) & (v[1:-1] >= v[2:]))[0] + 1
    return np.array([minimize_scalar(
        lambda d: -float(signal(d)), bounds=(grid[i - 1], grid[i + 1]),
        method="bounded", options={"xatol": 1e-7}).x for i in inside])


# Fringe spacing from the wave equation against the derived formula
period = WAVELENGTH / (2 * N_FILM)
R = power(reflection(N_FILM, N_SILICON))
peaks = maxima(R)
troughs = maxima(lambda d: -R(d))
measured_period = np.mean(np.diff(peaks))
assert len(peaks) == 4 and len(troughs) == 5
assert np.all((troughs[:-1] < peaks) & (peaks < troughs[1:]))
assert np.allclose(np.diff(peaks), period, atol=1e-3)
assert round(measured_period) == 217
d_test = np.linspace(0, THICKNESS - period, 300)
assert np.max(np.abs(R(d_test + period) - R(d_test))) < 1e-8

# Closed formula with all multiple reflections
r_top = (1 - N_FILM) / (1 + N_FILM)
r_bottom = (N_FILM - N_SILICON) / (N_FILM + N_SILICON)
phase = np.angle(r_bottom / r_top)
rho = abs(r_bottom)
cross = 2 * abs(r_top) * rho * np.cos(2 * K0 * N_FILM * d_test + phase)
R_closed = (r_top**2 + rho**2 + cross) / (1 + r_top**2 * rho**2 + cross)
assert np.max(np.abs(R_closed - R(d_test))) < 1e-8

# Silicon absorption displaces every maximum by the same small amount
peak_offset = -period * phase / (2 * np.pi)
assert np.allclose(peaks, period * np.arange(1, 5) + peak_offset, atol=1e-3)

# Reflectance of bare silicon and at half a fringe of remaining oxide
R_bare = abs((1 - N_SILICON) / (1 + N_SILICON))**2
R_half = abs((N_FILM**2 - N_SILICON) / (N_FILM**2 + N_SILICON))**2
assert abs(R(0.0) - R_bare) < 1e-8
assert abs(R(period / 2) - R_half) < 1e-8
assert abs(np.max(R(peaks)) - R_bare) < 1e-4
assert abs(np.min(R(troughs)) - R_half) < 1e-4

# Without an index step at the bottom there is no fringe
R_matched = power(reflection(N_FILM, N_FILM))(d_test)
assert np.ptp(R_matched) < 1e-8

# One moving opaque surface against a fixed reference wave: another spacing
r_gap = reflection(1.0, N_SILICON)
mirror_peaks = maxima(lambda d: np.abs(1 + r_gap(d))**2)
mirror_period = np.mean(np.diff(mirror_peaks))
assert abs(mirror_period - WAVELENGTH / 2) < 1e-3


# Tilted beam: formula checked at a small and at a large angle
def tilted_period(angle_deg):
    return WAVELENGTH / (2 * np.sqrt(N_FILM**2 - np.sin(np.radians(angle_deg))**2))


for angle in (TILT_DEG, 40.0):
    spacing = np.diff(maxima(power(reflection(N_FILM, N_SILICON, angle))))
    assert np.allclose(spacing, tilted_period(angle), atol=1e-3)

# Heating changes the index and imitates a change of thickness d*dn/n
dn_heat = DN_DT * HEATING
hot_peaks = maxima(power(reflection(N_FILM + dn_heat, N_SILICON)))
assert np.allclose(hot_peaks - peaks, -peaks * dn_heat / N_FILM, atol=5e-3)
heat_error = THICKNESS * dn_heat / N_FILM

# Uneven thickness across the beam: same spacing, lower contrast
offsets = SPREAD * ((np.arange(20) + 0.5) / 20 - 0.5)


def R_uneven(d):
    return np.mean([R(d + shift) for shift in offsets], axis=0)


uneven_peaks = maxima(R_uneven, SPREAD, THICKNESS - SPREAD)
assert np.allclose(np.diff(uneven_peaks), period, atol=1e-3)
d_full = np.linspace(SPREAD, THICKNESS - SPREAD, 1921)
contrast_ratio = np.ptp(R_uneven(d_full)) / np.ptp(R(d_full))
assert 0.9 < contrast_ratio < 1.0

index_change = WAVELENGTH / (2 * (N_FILM + INDEX_ERROR)) - period
tilt_change = tilted_period(TILT_DEG) - period
vacuum_change = period * AIR_REFRACTIVITY
rate = period / FRINGE_TIME * 60

print(f"laser wavelength: {WAVELENGTH:.1f} nm")
print(f"silica index: {N_FILM:.2f}")
print(f"silicon index, rough: {N_SILICON.real:.2f} + {N_SILICON.imag:.2f} i")
print(f"removal per fringe, formula: {period:.2f} nm")
print(f"removal per fringe, wave equation: {measured_period:.2f} nm")
print(f"removal from maximum to next minimum: {period / 2:.1f} nm")
print(f"fixed-mirror interferometer, per fringe: {mirror_period:.1f} nm")
print(f"starting thickness: {THICKNESS:.0f} nm")
print("thickness at maxima:", ", ".join(f"{p:.1f}" for p in peaks[::-1]), "nm")
print("thickness at minima:", ", ".join(f"{p:.1f}" for p in troughs[::-1]), "nm")
print(f"removal at first maximum: {THICKNESS - peaks[-1]:.1f} nm")
print(f"fringes to clear the film: {THICKNESS / period:.2f}")
print(f"time per fringe: {FRINGE_TIME:.0f} s")
print(f"etch rate: {rate:.1f} nm/min")
print(f"time to first maximum: {(THICKNESS - peaks[-1]) / rate * 60:.0f} s")
print(f"time to clear the film: {THICKNESS / rate * 60:.0f} s")
print(f"top-surface field reflection r01: {r_top:.4f}")
print(f"buried-interface field reflection |r12|: {rho:.4f}")
print(f"highest reflectance: {100 * np.max(R(peaks)):.1f} %")
print(f"lowest reflectance: {100 * np.min(R(troughs)):.1f} %")
print(f"index error assumed: {INDEX_ERROR:.2f}")
print(f"  change per fringe: {index_change:.2f} nm")
print(f"  relative change: {100 * index_change / period:.2f} %")
print(f"tilt assumed: {TILT_DEG:.0f} degrees")
print(f"  change per fringe: {tilt_change:.2f} nm")
print(f"heating assumed: {HEATING:.0f} K")
print(f"  thermo-optic coefficient, rough: {DN_DT:.1e} 1/K")
print(f"  apparent thickness change, full film: {heat_error:.2f} nm")
print(f"shift of all maxima by silicon absorption: {peak_offset:.2f} nm")
print(f"thickness range across beam assumed: {SPREAD:.0f} nm")
print(f"  contrast kept: {100 * contrast_ratio:.1f} %")
print(f"air refractivity, rough: {AIR_REFRACTIVITY:.1e}")
print(f"  change per fringe with vacuum wavelength: {vacuum_change:.2f} nm")
print("no test failed")
```

Output:

```
laser wavelength: 632.8 nm
silica index: 1.46
silicon index, rough: 3.88 + 0.02 i
removal per fringe, formula: 216.71 nm
removal per fringe, wave equation: 216.71 nm
removal from maximum to next minimum: 108.4 nm
fixed-mirror interferometer, per fringe: 316.4 nm
starting thickness: 1000 nm
thickness at maxima: 866.7, 650.0, 433.3, 216.6 nm
thickness at minima: 975.0, 758.3, 541.6, 324.9, 108.2 nm
removal at first maximum: 133.3 nm
fringes to clear the film: 4.61
time per fringe: 130 s
etch rate: 100.0 nm/min
time to first maximum: 80 s
time to clear the film: 600 s
top-surface field reflection r01: -0.1870
buried-interface field reflection |r12|: 0.4532
highest reflectance: 34.8 %
lowest reflectance: 8.5 %
index error assumed: 0.01
  change per fringe: -1.47 nm
  relative change: -0.68 %
tilt assumed: 5 degrees
  change per fringe: 0.39 nm
heating assumed: 100 K
  thermo-optic coefficient, rough: 1.0e-05 1/K
  apparent thickness change, full film: 0.68 nm
shift of all maxima by silicon absorption: -0.16 nm
thickness range across beam assumed: 20 nm
  contrast kept: 98.5 %
air refractivity, rough: 2.8e-04
  change per fringe with vacuum wavelength: 0.06 nm
no test failed
```
